**Steady carriers and free-carrier loss from two-photon absorption**

The program tests the steady pair density N = βI²τ/(2E) and the free-carrier loss α = σN. Here I is the local intensity, β the two-photon coefficient, τ the pair lifetime, E the photon energy and σ the free-carrier cross section per pair. It counts the photons lost in a numerically propagated thin slab and integrates the rate equation in time, then asserts that the generation rate, the build-up and the steady density agree with the formulas. It also asserts that free-carrier and direct two-photon losses are equal at the predicted crossover intensity and at the predicted crossover lifetime. A separate simulation lets beam and carriers evolve together from an empty sample, and its entrance density and half-intensity distance are asserted against the steady formulas. For the round model parameters at 100 MW/cm², the output shows 1.95 × 10¹⁷ pairs per cm³ and a free-carrier loss of 1.95 cm⁻¹, or 8.47 dB/cm. This is 39 times the direct two-photon loss, and the steady beam falls to half its intensity in 0.74 cm.

## Verification by program

```python
"""Steady carriers and free-carrier loss caused by two-photon absorption.

Result under test: N = beta I^2 tau / (2 E),  alpha_fc = sigma N.
I: local intensity (W/cm^2); beta: two-photon coefficient (cm/W), defined by
dI/dz = -beta I^2; E: photon energy (J); tau: pair lifetime (s);
sigma: free-carrier cross section per electron-hole pair (cm^2).
Also tested: the crossover intensity 2E/(sigma tau), where free-carrier and
direct two-photon losses are equal, and the steady decay of the beam.
"""
import numpy as np
from scipy.constants import e as joule_per_ev
from scipy.integrate import solve_ivp

# Round model parameters
intensity = 1.0e8
beta = 0.5e-9
tau = 10.0e-9
photon_ev = 0.8
photon_energy = photon_ev * joule_per_ev
sigma = 1.0e-17

# Derived formulas
generation = beta * intensity**2 / (2 * photon_energy)
density = generation * tau
alpha_fc = sigma * density
alpha_tpa = beta * intensity
db_factor = 10 / np.log(10)
crossover_intensity = 2 * photon_energy / (sigma * tau)
crossover_lifetime = 2 * photon_energy / (sigma * intensity)


def distance_to(final, start):
    """Steady-state path length over which intensity falls to final."""
    log_term = np.log((1 + crossover_intensity / final)
                      / (1 + crossover_intensity / start))
    return (1 / final - 1 / start - log_term / crossover_intensity) / beta


half_distance = distance_to(intensity / 2, intensity)
pulse = 1.0e-9
pulse_fraction = 1 - np.exp(-pulse / tau)
time_99 = tau * np.log(100)


def counted_generation(i_in):
    """Pairs per cm^3 and s, from photons lost in a thin slab."""
    thickness = 1.0e-3
    beam = solve_ivp(lambda z, i: -beta * i**2, (0, thickness), [i_in],
                     rtol=1e-12, atol=1e-6)
    photons_lost = (i_in - beam.y[0, -1]) / photon_energy
    return photons_lost / 2 / thickness


def integrated_density(i_in, lifetime, duration):
    """Density after a time of constant light, from an empty crystal."""
    source = counted_generation(i_in)
    run = solve_ivp(lambda t, n: source - n / lifetime, (0, duration), [0.0],
                    rtol=1e-9, atol=1.0)
    return run.y[0, -1]


# Generation, steady density and build-up
assert abs(counted_generation(intensity) / generation - 1) < 1e-3
steady_numeric = integrated_density(intensity, tau, 40 * tau)
assert abs(steady_numeric / density - 1) < 1e-3
short_numeric = integrated_density(intensity, tau, pulse)
assert abs(short_numeric / (density * pulse_fraction) - 1) < 1e-3
late_numeric = integrated_density(intensity, tau, time_99)
assert abs(late_numeric / density - 0.99) < 1e-3

# Equality of the two losses at the predicted intensity and lifetime
n_cross = integrated_density(crossover_intensity, tau, 40 * tau)
assert abs(sigma * n_cross / (beta * crossover_intensity) - 1) < 1e-3
n_fast = integrated_density(intensity, crossover_lifetime,
                            40 * crossover_lifetime)
assert abs(sigma * n_fast / (beta * intensity) - 1) < 1e-3

# Beam and carriers evolve together until steady; light transit is instant
# on the scale of tau. The sample is as long as the predicted half distance.
cells = 400
dz = half_distance / cells
dt = tau / 20
carriers = [0.0] * cells
first_output = None
for step in range(600):
    beam_now = intensity
    for k in range(cells):
        n_here = carriers[k]
        middle = beam_now * (1 - 0.5 * dz * (beta * beam_now + sigma * n_here))
        tpa_power = beta * middle**2
        beam_now -= dz * (tpa_power + sigma * n_here * middle)
        pairs_made = tpa_power / photon_energy / 2
        carriers[k] = n_here + dt * (pairs_made - n_here / tau)
    if first_output is None:
        first_output = beam_now / intensity
final_output = beam_now / intensity
entrance_density = 1.5 * carriers[0] - 0.5 * carriers[1]
# Tolerances cover the second-order error of the spatial grid
assert abs(entrance_density / density - 1) < 5e-4
assert abs(final_output - 0.5) < 5e-4

naive_fraction = np.exp(-(alpha_fc + alpha_tpa) * half_distance)

print(f"Intensity: {intensity / 1e6:.0f} MW/cm^2")
print(f"Two-photon coefficient: {beta * 1e9:.2f} cm/GW")
print(f"Pair lifetime: {tau * 1e9:.1f} ns")
print(f"Photon energy: {photon_ev:.2f} eV")
print(f"Photon energy: {photon_energy:.4e} J")
print(f"Energy per pair, 2E: {2 * photon_energy:.4e} J")
print(f"Cross section per pair: {sigma:.2e} cm^2")
print(f"Two-photon power density: {beta * intensity**2:.3e} W/cm^3")
print(f"Pair generation rate: {generation:.4e} cm^-3 s^-1")
print(f"Steady pair density: {density:.4e} cm^-3")
print(f"Steady pair density: {density * 1e6:.4e} m^-3")
print(f"Density from time integration: {steady_numeric:.4e} cm^-3")
print(f"Free-carrier loss: {alpha_fc:.4f} cm^-1")
print(f"Free-carrier loss: {alpha_fc * db_factor:.3f} dB/cm")
print(f"Direct two-photon loss: {alpha_tpa:.4f} cm^-1")
print(f"Direct two-photon loss: {alpha_tpa * db_factor:.3f} dB/cm")
print(f"Total entrance loss: {alpha_fc + alpha_tpa:.4f} cm^-1")
print(f"Ratio free-carrier/direct: {alpha_fc / alpha_tpa:.2f} (no unit)")
print(f"Crossover intensity: {crossover_intensity / 1e6:.3f} MW/cm^2")
print(f"Crossover lifetime: {crossover_lifetime * 1e9:.4f} ns")
print(f"Flat pulse duration: {pulse * 1e9:.1f} ns")
print(f"Fraction of steady density after it: {pulse_fraction:.4f} (no unit)")
print(f"Time to 99 percent of steady density: {time_99 * 1e9:.2f} ns")
print(f"Distance to half intensity: {half_distance:.4f} cm")
print(f"Simulated fraction there, no carriers: {first_output:.4f} (no unit)")
print(f"Simulated fraction there, steady: {final_output:.5f} (no unit)")
print(f"Constant-loss fraction there: {naive_fraction:.4f} (no unit)")
print(f"Simulated entrance density: {entrance_density:.4e} cm^-3")
print("all good")
```

Output:

```
Intensity: 100 MW/cm^2
Two-photon coefficient: 0.50 cm/GW
Pair lifetime: 10.0 ns
Photon energy: 0.80 eV
Photon energy: 1.2817e-19 J
Energy per pair, 2E: 2.5635e-19 J
Cross section per pair: 1.00e-17 cm^2
Two-photon power density: 5.000e+06 W/cm^3
Pair generation rate: 1.9505e+25 cm^-3 s^-1
Steady pair density: 1.9505e+17 cm^-3
Steady pair density: 1.9505e+23 m^-3
Density from time integration: 1.9504e+17 cm^-3
Free-carrier loss: 1.9505 cm^-1
Free-carrier loss: 8.471 dB/cm
Direct two-photon loss: 0.0500 cm^-1
Direct two-photon loss: 0.217 dB/cm
Total entrance loss: 2.0005 cm^-1
Ratio free-carrier/direct: 39.01 (no unit)
Crossover intensity: 2.563 MW/cm^2
Crossover lifetime: 0.2563 ns
Flat pulse duration: 1.0 ns
Fraction of steady density after it: 0.0952 (no unit)
Time to 99 percent of steady density: 46.05 ns
Distance to half intensity: 0.7396 cm
Simulated fraction there, no carriers: 0.9643 (no unit)
Simulated fraction there, steady: 0.50000 (no unit)
Constant-loss fraction there: 0.2277 (no unit)
Simulated entrance density: 1.9504e+17 cm^-3
all good
```
